# Counting the domain states of polar hafnia grown from cubic fluorite: test program

```python
"""
Result under test: fluorite Fm-3m -> polar Pca2_1, with the polar primitive cell
equal to the conventional cubic cell, has 12 orientational variants and
48 domain states = (48/4 point operations) * (4 formula units / 1).

Symbols: an operation (R, t) maps a site r to R r + t. Sites and t are integers
in quarters of the cubic cell, periodic in a 2 x 2 x 2 supercell. Displacements
are integers in thousandths of the cell edge. A domain state is the whole
displacement pattern. a, b, c are the polar-phase lattice lengths, c being polar.
Material inputs are rough typical values for ferroelectric hafnia stacks.
"""
from collections import Counter
from itertools import permutations, product
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize_scalar

# Point symmetry of the fcc lattice from its metric, by exhaustive search.
primitive = np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
metric = primitive @ primitive.T
trial = np.array(list(product((-1, 0, 1), repeat=9))).reshape(-1, 3, 3)
transformed = trial @ metric @ trial.transpose(0, 2, 1)
lattice_order = int(np.sum(np.all(transformed == metric, axis=(1, 2))))
assert lattice_order == 48

# Fluorite sites in the supercell: cation at the origin.
PERIOD = 8
sites, charges = [], []
for r in product(range(PERIOD), repeat=3):
    if all(x % 2 == 0 for x in r) and sum(r) % 4 == 0:
        sites.append(r)
        charges.append(4)
    elif all(x % 2 == 1 for x in r):
        sites.append(r)
        charges.append(-2)
sites, charges = np.array(sites), np.array(charges)
lookup = -np.ones((PERIOD,) * 3, dtype=int)
lookup[tuple(sites.T)] = np.arange(len(sites))

rotations = []
for order in permutations(range(3)):
    for signs in product((1, -1), repeat=3):
        matrix = np.zeros((3, 3), dtype=int)
        matrix[range(3), order] = signs
        rotations.append(matrix)

# Keep every trial operation that maps fluorite, with its species, onto itself.
parent = []
for R in rotations:
    rotated = sites @ R.T
    for t in product(range(PERIOD), repeat=3):
        image = (rotated + np.array(t)) % PERIOD
        target = lookup[image[:, 0], image[:, 1], image[:, 2]]
        if target.min() >= 0 and np.array_equal(charges[target], charges):
            parent.append((R, np.array(t), target))
assert len(parent) == lattice_order * 32


def transform(operation, pattern):
    R, _, target = operation
    result = np.empty_like(pattern)
    result[target] = pattern @ R.T
    return result


def orbit(pattern):
    found = {}
    for operation in parent:
        image = transform(operation, pattern)
        found[image.tobytes()] = image
    return found


# Polar structure from the general positions of Pca2_1.
general_positions = [
    (np.diag([1, 1, 1]), np.array([0, 0, 0])),
    (np.diag([-1, -1, 1]), np.array([0, 0, 2])),
    (np.diag([1, -1, 1]), np.array([2, 0, 0])),
    (np.diag([-1, 1, 1]), np.array([2, 0, 2])),
]
representatives = [
    ("Hf", np.array([0, 1, 1]), np.array([30, 15, 0])),
    ("O1", np.array([1, 0, 0]), np.array([110, 70, 105])),
    ("O2", np.array([1, 2, 0]), np.array([-20, 35, 0])),
]
origin = np.array([0, 1, 1])
polar = np.zeros_like(sites)
visits = np.zeros(len(sites), dtype=int)
for _, position, shift in representatives:
    for R, t in general_positions:
        for cell in product((0, 4), repeat=3):
            r = (R @ position + t - origin + np.array(cell)) % PERIOD
            index = lookup[tuple(r)]
            assert index >= 0
            polar[index] = R @ shift
            visits[index] += 1
assert np.all(visits == 1)

# Stabiliser: must be Pca2_1 and nothing larger.
stabiliser = [g for g in parent if np.array_equal(transform(g, polar), polar)]
point_part = {tuple(g[0].ravel()) for g in stabiliser}
identity = np.eye(3, dtype=int)
parent_shifts = [g for g in parent if np.array_equal(g[0], identity)]
kept_shifts = [g for g in stabiliser if np.array_equal(g[0], identity)]
point_index = lattice_order // len(point_part)
shift_index = len(parent_shifts) // len(kept_shifts)
intrinsic = {}
for R, t, _ in stabiliser:
    assert np.array_equal(R, np.diag(np.diag(R)))
    reduced = t % 4
    intrinsic[tuple(np.diag(R).tolist())] = tuple(
        (((reduced + R @ reduced) // 2) % 4).tolist())
assert intrinsic == {(1, 1, 1): (0, 0, 0), (-1, -1, 1): (0, 0, 2),
                     (1, -1, 1): (2, 0, 0), (-1, 1, 1): (0, 0, 2)}

# Direct count of domain states and of their classes under translations.
states = orbit(polar)
classes = Counter(min(transform(g, s).tobytes() for g in parent_shifts)
                  for s in states.values())
assert len(states) == point_index * shift_index == 48
assert len(classes) == point_index == 12
assert set(classes.values()) == {shift_index} == {4}

# Macroscopic labels: dipole from displaced charges, strain from axis lengths.
labels = {}
for g in parent:
    key = transform(g, polar).tobytes()
    dipole_vector = tuple((charges @ states[key]).tolist())
    strain_label = tuple((np.abs(g[0]) @ np.array([1, 2, 3])).tolist())
    labels.setdefault(key, set()).add((dipole_vector, strain_label))
assert all(len(x) == 1 for x in labels.values())
pairs = Counter(next(iter(x)) for x in labels.values())
n_dipoles = len({p for p, _ in pairs})
n_strains = len({s for _, s in pairs})
assert (n_dipoles, n_strains, len(pairs)) == (6, 6, 12)
assert set(pairs.values()) == {4}

# Conjugate subgroups are fewer than domain states.
subgroups = set()
for R, t, _ in parent:
    members = set()
    for Q, s, _ in stabiliser:
        C = R @ Q @ R.T
        shift = (t + R @ s - C @ t) % 4
        members.add((tuple(C.ravel().tolist()), tuple(shift.tolist())))
    subgroups.add(frozenset(members))
assert len(subgroups) == 6

# Controls with other indices: tetragonal P4_2/nmc and a zone-centre polar mode.
oxygen = charges < 0
sign = np.where(sites % 4 == 1, 1, -1)
tetragonal = np.zeros_like(sites)
tetragonal[oxygen, 0] = (sign[:, 1] * sign[:, 2])[oxygen]
zone_centre = np.zeros_like(sites)
zone_centre[oxygen, 2] = 1
tetragonal_states = orbit(tetragonal)
zone_centre_states = orbit(zone_centre)
assert len(tetragonal_states) == (48 // 16) * 2   # 4/mmm, two formula units
assert len(zone_centre_states) == (48 // 8) * 1   # 4mm, one formula unit
assert all(np.array_equal(transform(g, tetragonal), tetragonal)
           for g in stabiliser)

# Each polar state descends from one tetragonal state.
families = {key: [] for key in tetragonal_states}
for state in states.values():
    parents = [key for key, mode in tetragonal_states.items()
               if np.sum(mode * state) > 0]
    assert len(parents) == 1
    families[parents[0]].append(tuple((charges @ state).tolist()))
family_sizes = {len(x) for x in families.values()}
family_directions = {len(set(x)) for x in families.values()}
assert family_sizes == {8} and family_directions == {4}
assert all(set(Counter(x).values()) == {2} for x in families.values())

# Worked example: rough lattice lengths in angstrom.
lengths = np.array([5.25, 5.00, 5.05])
volume = float(np.prod(lengths))
positions = (sites / 4 + polar / 1000) * lengths
separation = positions[~oxygen][:, None] - positions[oxygen][None]
box = 2 * lengths
separation -= box * np.round(separation / box)
distances = np.linalg.norm(separation, axis=2)
coordination = np.sum(distances < 2.7, axis=1)
assert np.all(coordination == 7)
mode_amplitude = (np.sum(polar * tetragonal) / oxygen.sum()
                  / 1000 * lengths[0])

dipole = (charges @ polar) / 8 / 1000 * lengths          # e angstrom per cell
assert np.allclose(dipole[:2], 0)
dipole_size = float(np.linalg.norm(dipole))
polarization = dipole_size / volume * const.e / const.angstrom**2  # C/m2
oxygen_charge_dynamic = -2.5
polarization_dynamic = polarization * oxygen_charge_dynamic / -2.0

field_mv_cm = 1.0
field = field_mv_cm * 1e8                                # V/m
cell_energy = dipole_size * field * const.angstrom       # eV
energy_from_p = (polarization * field * volume * const.angstrom**3 / const.e)
assert np.isclose(cell_energy, energy_from_p)

levels = {}
for normal in ((0, 0, 1), (1, 1, 0), (1, 1, 1)):
    n = np.array(normal) / np.linalg.norm(normal)
    counts = Counter()
    for state in states.values():
        p = charges @ state
        counts[round(float(p @ n / np.linalg.norm(p)), 4) + 0.0] += 1
    levels[normal] = sorted(counts.items(), reverse=True)
assert [x[1] for x in levels[(0, 0, 1)]] == [8, 32, 8]
assert [x[1] for x in levels[(1, 1, 0)]] == [16, 16, 16]
assert [x[1] for x in levels[(1, 1, 1)]] == [24, 24]

# Clamping to a square mesh whose side is the cube root of the cell volume.
young_gpa, poisson = 200.0, 0.30
young = young_gpa * 1e9 * const.angstrom**3 / const.e    # eV/angstrom3
mesh = volume ** (1 / 3)
shear = young / (2 * (1 + poisson))
lame = young * poisson / ((1 + poisson) * (1 - 2 * poisson))
clamping = []
for axis in range(3):
    e1, e2 = mesh / np.delete(lengths, axis) - 1
    formula = (young * volume * (e1**2 + e2**2 + 2 * poisson * e1 * e2)
               / (2 * (1 - poisson**2)))

    def elastic(e3):
        return volume * (lame / 2 * (e1 + e2 + e3)**2
                         + shear * (e1**2 + e2**2 + e3**2))
    relaxed = minimize_scalar(elastic, bracket=(-0.05, 0.05)).fun
    assert np.isclose(formula, relaxed, rtol=1e-7)
    clamping.append(formula)

# Depolarization with short-circuited electrodes and no interface charge.
film_nm, layer_nm, eps_film, eps_layer = 10.0, 1.0, 30.0, 3.9
film_field = -polarization / (
    const.epsilon_0 * (eps_film + eps_layer * film_nm / layer_nm))
layer_field = -film_field * film_nm / layer_nm
solution = np.linalg.solve(
    np.array([[eps_film, -eps_layer], [film_nm, layer_nm]]),
    np.array([-polarization / const.epsilon_0, 0.0]))
assert np.allclose(solution, [film_field, layer_field])
breakdown_mv_cm = 10.0
compensated = 1 - breakdown_mv_cm * 1e8 / layer_field
residual = np.linalg.solve(
    np.array([[eps_film, -eps_layer], [film_nm, layer_nm]]),
    np.array([-(1 - compensated) * polarization / const.epsilon_0, 0.0]))
assert 0 < compensated < 1
assert np.isclose(residual[1], breakdown_mv_cm * 1e8)

# Rotation needed to join two twins with exchanged a and b axes.
a, b, c = lengths
twin_angle = 2 * np.degrees(np.arctan(a / b)) - 90
diagonal_angle = np.degrees(np.arccos(2 * a * b / (a**2 + b**2)))
assert np.isclose(twin_angle, diagonal_angle)

temperature = 300.0
thermal = const.k * temperature / const.e
grain_cells = (film_nm * 10)**3 / volume
grain_energy = 2 * cell_energy * grain_cells

print("Parent point operations:", lattice_order)
print("Parent operations in supercell:", len(parent))
print("Polar point operations:", len(point_part))
print("Polar operations in supercell:", len(stabiliser))
print("Point index:", point_index)
print("Translation index:", shift_index)
print("Domain states counted:", len(states))
print("Orientational variants counted:", len(classes))
print("Distinct polarizations:", n_dipoles)
print("Distinct strains:", n_strains)
print("Distinct polarization-strain pairs:", len(pairs))
print("Conjugate subgroups:", len(subgroups))
print("States per subgroup:", len(states) // len(subgroups))
print("Tetragonal control states:", len(tetragonal_states))
print("Zone-centre polar control states:", len(zone_centre_states))
print("Polar states per tetragonal state:", min(family_sizes))
print("Polar directions per tetragonal state:", min(family_directions))
print("Rough a, b, c (angstrom):", *[f"{x:.2f}" for x in lengths])
for name, _, shift in representatives:
    print(f"{name} shift (fractions of a, b, c):", *(shift / 1000))
print(f"Cell volume (angstrom3): {volume:.2f}")
print("Hf coordination within 2.7 angstrom:", int(coordination[0]))
print(f"Shortest Hf-O distance (angstrom): {distances.min():.2f}")
print(f"Tetragonal mode amplitude (angstrom): {mode_amplitude:.3f}")
print(f"Cell dipole (e angstrom): {dipole_size:.3f}")
print(f"Polarization, formal charges (uC/cm2): {polarization * 100:.1f}")
print(f"Rough dynamical oxygen charge (e): {oxygen_charge_dynamic:.1f}")
print(f"Polarization, dynamical (uC/cm2): {polarization_dynamic * 100:.1f}")
print(f"Applied field (MV/cm): {field_mv_cm:.1f}")
print(f"Field energy P E V per cell (eV): {cell_energy:.4f}")
for normal, level in levels.items():
    print(f"Normal {normal}, (cosine, states):", level)
print(f"Young modulus (GPa), Poisson ratio: {young_gpa:.0f}, {poisson:.2f}")
print(f"Clamping mesh side (angstrom): {mesh:.3f}")
print("Clamping eV/cell, a/b/c normal:", *[f"{x:.3f}" for x in clamping])
print(f"Film, interlayer thickness (nm): {film_nm:.0f}, {layer_nm:.0f}")
print(f"Film, interlayer permittivity: {eps_film:.0f}, {eps_layer:.1f}")
print(f"Bare depolarizing field (MV/cm): {film_field / 1e8:.2f}")
print(f"Bare interlayer field (MV/cm): {layer_field / 1e8:.1f}")
print(f"Rough breakdown field (MV/cm): {breakdown_mv_cm:.0f}")
print(f"Minimum compensated fraction: {compensated:.3f}")
print(f"Twin misfit angle (degrees): {twin_angle:.2f}")
print(f"Thermal energy at {temperature:.0f} K (eV): {thermal:.4f}")
print(f"Cells in a 10 nm cube: {grain_cells:.0f}")
print(f"Grain reversal energy 2PEV (eV): {grain_energy:.0f}")
print("checks complete")
```

It prints:

```
Parent point operations: 48
Parent operations in supercell: 1536
Polar point operations: 4
Polar operations in supercell: 32
Point index: 12
Translation index: 4
Domain states counted: 48
Orientational variants counted: 12
Distinct polarizations: 6
Distinct strains: 6
Distinct polarization-strain pairs: 12
Conjugate subgroups: 6
States per subgroup: 8
Tetragonal control states: 6
Zone-centre polar control states: 6
Polar states per tetragonal state: 8
Polar directions per tetragonal state: 4
Rough a, b, c (angstrom): 5.25 5.00 5.05
Hf shift (fractions of a, b, c): 0.03 0.015 0.0
O1 shift (fractions of a, b, c): 0.11 0.07 0.105
O2 shift (fractions of a, b, c): -0.02 0.035 0.0
Cell volume (angstrom3): 132.56
Hf coordination within 2.7 angstrom: 7
Shortest Hf-O distance (angstrom): 2.03
Tetragonal mode amplitude (angstrom): 0.341
Cell dipole (e angstrom): 4.242
Polarization, formal charges (uC/cm2): 51.3
Rough dynamical oxygen charge (e): -2.5
Polarization, dynamical (uC/cm2): 64.1
Applied field (MV/cm): 1.0
Field energy P E V per cell (eV): 0.0424
Normal (0, 0, 1), (cosine, states): [(1.0, 8), (0.0, 32), (-1.0, 8)]
Normal (1, 1, 0), (cosine, states): [(0.7071, 16), (0.0, 16), (-0.7071, 16)]
Normal (1, 1, 1), (cosine, states): [(0.5774, 24), (-0.5774, 24)]
Young modulus (GPa), Poisson ratio: 200, 0.30
Clamping mesh side (angstrom): 5.099
Clamping eV/cell, a/b/c normal: 0.054 0.069 0.080
Film, interlayer thickness (nm): 10, 1
Film, interlayer permittivity: 30, 3.9
Bare depolarizing field (MV/cm): -8.39
Bare interlayer field (MV/cm): 83.9
Rough breakdown field (MV/cm): 10
Minimum compensated fraction: 0.881
Twin misfit angle (degrees): 2.79
Thermal energy at 300 K (eV): 0.0259
Cells in a 10 nm cube: 7544
Grain reversal energy 2PEV (eV): 640
checks complete
```
